# How the TB09 exchange potential responds to its parameter c

## How the TB09 parameter c moves the band gap

### Definitions and conventions

Hartree atomic units are used. The system is closed-shell, and $\rho$, $t$ and all potentials refer to one spin. Occupied orbitals are taken real, which time-reversal symmetry allows. Define

$$t=\tfrac12\sum_i|\nabla\psi_i|^2,\qquad D=2t-\frac{|\nabla\rho|^2}{4\rho},\qquad Q=\tfrac16\left(\nabla^2\rho-2\gamma D\right),\quad \gamma=0.8 .$$

The Tran–Blaha (TB09) exchange potential is

$$v_x(c)=c\,v_{BR}+(3c-2)\frac1\pi\sqrt{\frac5{12}}\sqrt{\frac{2t}{\rho}},$$

with $v_{BR}$ the Becke–Roussel potential; $c=1$ is the Becke–Johnson potential with $v_{BR}$ standing in for the Slater potential. The gap $E_g$ is the difference of the Kohn–Sham eigenvalues at the band edges. Correlation carries no explicit $c$ and is omitted. Since $v_x$ is linear in $c$, at frozen $\rho$ and $t$

$$\frac{\partial v_x}{\partial c}=W=v_{BR}+K,\qquad K=C\sqrt{2t/\rho},\qquad C=\frac3\pi\sqrt{\frac5{12}}=0.61640,$$

and $W$ is independent of $c$. The sign of $W$ is set by $t$ relative to its uniform-gas value together with the curvature $Q$ of the hole, and not by density alone, and a gap that grows with $c$ is a property of a class of crystals, not a theorem.

### The Becke–Roussel potential and a bound on it

With $\rho_1(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')$, the exact exchange hole is $\rho_1^2/\rho(\mathbf r)$. At $\mathbf r'=\mathbf r$ one has $\rho_1=\rho$, $\nabla'\rho_1=\tfrac12\nabla\rho$, and $\nabla'^2\rho_1=\sum\psi\nabla^2\psi=\tfrac12\nabla^2\rho-2t$, the last from $\nabla^2\rho=2\sum\psi\nabla^2\psi+4t$. Hence

$$\frac{\nabla'^2\rho_1^2}{\rho}=\frac{2|\nabla'\rho_1|^2+2\rho_1\nabla'^2\rho_1}{\rho}=\frac{|\nabla\rho|^2}{2\rho}+\nabla^2\rho-4t=\nabla^2\rho-2D .$$

The spherical average of a function at radius $s$ is its value plus $s^2\nabla^2/6$, so the averaged hole is $\rho+Qs^2+\dots$ with $\gamma=1$. The value $0.8$ is used instead because it reproduces the uniform gas closely.

The model hole is a normalised exponential $\alpha^3e^{-\alpha u}/8\pi$, where $u$ is the distance from a centre lying a distance $b$ from $\mathbf r$. Put $x=\alpha b$. Matching the value gives $\alpha^3e^{-x}=8\pi\rho$. Since $\nabla^2e^{-\alpha u}=(\alpha^2-2\alpha/u)e^{-\alpha u}$, matching the curvature gives $Q=\tfrac16\alpha^2(1-2/x)\rho$. Inserting $\alpha^2=4\pi^{2/3}\rho^{2/3}e^{2x/3}$,

$$\frac{(x-2)\,e^{2x/3}}{x}=\frac{Q}{\tfrac23\pi^{2/3}\rho^{5/3}}\equiv z .$$

The left side has derivative $2(x^2-2x+3)e^{2x/3}/3x^2$, positive because $x^2-2x+3=(x-1)^2+2$, and runs from $-\infty$ to $\infty$. The root is unique and increases with $z$.

By the shell theorem, the charge inside $u<b$, which is $1-e^{-x}(1+x+x^2/2)$, acts as if at distance $b$. The charge outside contributes $\int_b^\infty\tfrac12\alpha^3ue^{-\alpha u}du=(x+x^2)e^{-x}/2b$. The hole is missing electron charge, so the potential energy is negative. Adding the two parts and using $1/b=\alpha/x$,

$$v_{BR}=-\frac{1-e^{-x}(1+x/2)}{b}=-(8\pi\rho)^{1/3}F(x),\qquad F=\frac{e^{x/3}-e^{-2x/3}(1+x/2)}{x}.$$

$F$ increases and exceeds $\tfrac12$. Let $h=xF-x/2$. Then $h(0)=0$, $h'=\tfrac13e^{x/3}+e^{-2x/3}(\tfrac16+\tfrac x3)-\tfrac12$ vanishes at $0$, and $h''=\tfrac19e^{-2x/3}(e^x+2-2x)$. From $e^x\ge1+x+x^2/2$ the bracket is at least $\tfrac12(x-1)^2+\tfrac52>0$. So $h$ is convex with $h(0)=h'(0)=0$, and $h/x=F-\tfrac12$, the slope of a chord from the origin, is positive and increasing.

### Where W is negative, zero and positive

**Uniform gas.** With Fermi wavevector $k$, $\rho=k^3/6\pi^2$ and $t=\tfrac3{10}k^2\rho$. Integrating $e^{i\mathbf q\cdot\mathbf s}/(2\pi)^3$ over the Fermi sphere gives $\rho_1=3\rho j_1(ks)/ks$, so the potential of the exact hole (the Slater potential) is

$$v_S=-4\pi\int_0^\infty s\,\frac{9\rho j_1^2(ks)}{(ks)^2}ds=-\frac{36\pi\rho}{k^2}\int_0^\infty\frac{j_1^2(u)}{u}du=-\frac{3k}{2\pi},$$

with the integral equal to $\tfrac14$, checked by quadrature. The kinetic term is $K=\frac3\pi\sqrt{\tfrac5{12}\cdot\tfrac35}\,k=3k/2\pi$. If $v_{BR}=v_S$, then $W=0$ and $v_x=-3ck/2\pi+(3c-2)k/2\pi=-k/\pi$ for every $c$. This is the LDA value: the energy density $\tfrac12\rho v_S\propto\rho^{4/3}$ has derivative $\tfrac43\cdot\tfrac12v_S=-k/\pi$. At $k=1$ bohr$^{-1}$ the model hole gives $-0.47727$ Ha against $v_S=-0.47746$ Ha, leaving $W=0.00019$ Ha. Up to this residual, the parameter $c$ acts on inhomogeneity alone, and a dense but uniform region is not deepened.

**One-orbital density maxima.** With the local $k_F=(6\pi^2\rho)^{1/3}$ and $t_{\rm unif}=\tfrac3{10}k_F^2\rho$, one has $2t/\rho=\tfrac35k_F^2\,t/t_{\rm unif}$ and $(8\pi\rho)^{1/3}=(4/3\pi)^{1/3}k_F$, so

$$W=k_F\left[\frac3{2\pi}\sqrt{\frac{t}{t_{\rm unif}}}-\Big(\frac4{3\pi}\Big)^{1/3}F(x)\right].$$

Because $F>\tfrac12$, $W<0$ wherever $t/t_{\rm unif}<[(4/3\pi)^{1/3}\pi/3]^2=0.6193$. The condition is sufficient, not necessary. It is met at a smooth maximum of a single occupied orbital, where the gradient vanishes while $\rho$ is large.

**Barriers.** For eigenfunctions of a local potential $v$, $\tfrac12|\nabla\psi|^2=\tfrac14\nabla^2\psi^2-\tfrac12\psi\nabla^2\psi$ and $-\tfrac12\nabla^2\psi=(\varepsilon-v)\psi$ give $t=\tfrac14\nabla^2\rho+\sum_i(\varepsilon_i-v)\psi_i^2$. An evanescent orbital $e^{-\kappa x}$, with $v-\varepsilon=\kappa^2/2$, has $t=\kappa^2\rho-\tfrac12\kappa^2\rho$, so $K=C\kappa$ however small $\rho$ is. Midway between two such tails $\nabla\rho=0$, but each orbital still contributes $\kappa^2/2$ times its density, so $K$ is unchanged, and $6Q/\rho=(4-2\gamma)\kappa^2>0$. With $Q/\rho$ positive and fixed, $z\to\infty$ as $\rho\to0$, so $x\to\infty$, $\alpha^2\to6Q/\rho$, and $b=\ln(\alpha^3/8\pi\rho)/\alpha$ grows. Since $|v_{BR}|<1/b$, $W\to C\kappa>0$, logarithmically in $\rho$.

Hydrogen shows both regimes. There $D=0$, $2t/\rho=1$, and $\alpha=2$, $b=r$ satisfy both matching conditions, so $W=C-[1-(1+r)e^{-2r}]/r$. It is $-0.3835$ Ha at $r=0.01$ bohr, zero at $1.3766$ bohr, and $0.4497$ Ha at $6$ bohr.

### First-order change of the gap

At frozen density $H(c)=H_0+(c-c_0)W$. For a nondegenerate normalised Bloch state, differentiating $H\psi=\varepsilon\psi$ and projecting on $\psi$ cancels the terms in $d\psi/dc$, because $H$ is Hermitian, and leaves $d\varepsilon/dc=\langle\psi|W|\psi\rangle$. No energy functional is needed, which matters because TB09 has none. While the edges stay at fixed $\mathbf k$,

$$\frac{dE_g}{dc}=\int_{\rm cell}W\Delta\,d^3r,\qquad \Delta=|\psi_c|^2-|\psi_v|^2,\qquad\int\Delta=0 .$$

Constants in $W$ drop out, so only its contrast matters. Let $P$ be the integral of $\Delta$ over the region $\Delta>0$; the region $\Delta<0$ integrates to $-P$. With $\bar W_\pm$ the $|\Delta|$-weighted means of $W$ over the two regions, $dE_g/dc=P(\bar W_+-\bar W_-)$.

For a sign criterion write $W(\mathbf r)=W_{\max}-\int^{W_{\max}}dw\,\theta(w-W(\mathbf r))$. The constant integrates to zero against $\Delta$, and exchanging the integrals gives

$$\frac{dE_g}{dc}=-\int dw\,A(w),\qquad A(w)=\int_{W<w}\Delta\,d^3r .$$

If $A(w)\le0$ for all $w$, so that the valence edge holds at least as much weight as the conduction edge below every level of $W$, the slope is non-negative. This is sufficient, and it must hold at each $c$ to guarantee monotonicity by itself, since the orbitals change. The next order is $(c-c_0)^2\sum_{m\ne n}|W_{mn}|^2/(\varepsilon_n-\varepsilon_m)$ for each edge.

### Size of the effect in a cubic model crystal

Take $a=6$ bohr, $v_s=-V_0\sum_i\cos(2\pi x_i/a)$ with $V_0=0.35$ Ha, two electrons per cell, and regard $v_s$ as the Kohn–Sham potential at $c_0=1$. The orbitals are products $\prod_i\phi_{k_i}(x_i)$ and the zone average factorises. With $n$ and $\tau$ the one-dimensional density and kinetic density, $\rho=\prod_in(x_i)$, $t/\rho=\sum_i\tau_i/n_i$, $\nabla^2\rho/\rho=\sum_in_i''/n_i$ and $|\nabla\rho|^2/\rho^2=\sum_i(n_i'/n_i)^2$. The filled band peaks at R. The cheapest excitation puts one direction at the bottom of the second band, $k=\pi/a$, and the other two at $k=0$, which is X:

$$E_g=\varepsilon_2(\pi/a)+2\varepsilon_1(0)-3\varepsilon_1(\pi/a)=0.27094\ \text{Ha}=7.37\ \text{eV}.$$

| point | $\rho$ (bohr$^{-3}$) | $v_{BR}$ (Ha) | $K$ (Ha) | $W$ (Ha) |
|---|---|---|---|---|
| well centre | $6.2\times10^{-2}$ | $-0.7045$ | $0.0341$ | $-0.6704$ |
| face centre | $3.0\times10^{-3}$ | $-0.2911$ | $0.5637$ | $0.2726$ |
| edge centre | $1.4\times10^{-4}$ | $-0.2622$ | $0.7965$ | $0.5343$ |
| corner | $6.9\times10^{-6}$ | $-0.2350$ | $0.9752$ | $0.7402$ |

At the centre $t/t_{\rm unif}=0.002$, far under the threshold, and $F=0.7045/(8\pi\cdot0.06151)^{1/3}=0.7045/1.156=0.61$, above the bound $\tfrac12$. From face to corner $\rho$ falls by more than two orders of magnitude while $|v_{BR}|$ falls only from $0.29$ to $0.24$ Ha. The logarithmic law above does not describe this path, since $Q/\rho$ is not fixed along it. At the face $F=0.2911/0.421=0.69$ lies below $F(2)=0.71$, so $x<2$ and $Q<0$, while at the corner $F=0.2350/0.0558=4.2$ and $Q>0$. The growth of $F$ offsets most of the fall of $(8\pi\rho)^{1/3}$.

Symmetry fixes where the edge states sit. Each factor of the R state is even about the well and changes sign under translation by $a$, so $\phi(a/2)=-\phi(-a/2)=-\phi(a/2)=0$: it vanishes on the cell faces. The X state is odd in $x$, vanishes on the plane through the well centre, and is nodeless in $y$ and $z$. The valence edge samples a mean density of $2.4\times10^{-2}$ bohr$^{-3}$ and the conduction edge $7.1\times10^{-3}$ bohr$^{-3}$. The slope is

$$\frac{dE_g}{dc}=0.21221-(-0.09731)=0.30952\ \text{Ha}=8.42\ \text{eV},$$

or $P(\bar W_+-\bar W_-)=0.6320\,(0.3089+0.1808)=0.3095$ Ha. A finer grid and $k$ mesh give $0.30983$ Ha, a change of 0.1% of the slope; they move the tabulated $W$ to $-0.6709$ Ha at the centre and $0.7417$ Ha at the corner, and its cell average to $0.326$ Ha. How the opening divides between the two edges depends on the zero of $W$ and has no meaning for the gap: with the cell average of $W$, $0.325$ Ha, subtracted, the two terms become $-0.113$ Ha for the conduction edge and $-0.423$ Ha for the valence edge, so both edges fall and the valence edge falls faster. The kinetic term supplies $0.19383$ Ha and $v_{BR}$ supplies $0.11569$ Ha. At $c_0$, $A(w)$ is nowhere positive on the grid and reaches $-0.53$. The numerical check confirms the slope against finite differences of three-dimensional plane-wave eigenvalues.

Both second-order coefficients are negative. The R state is the lowest at its $\mathbf k$, so every denominator is negative. The X state has one level below it, but that level is even in $x$ and $W$ is even, so the matrix element vanishes. The sign of the difference, $-0.04744-(-0.03744)=-0.01000$ Ha, is not fixed by this argument. The frozen gap rises at every step of $0.1$ from $c=1.0$ to $1.7$, the edges remain at R and X among the eight $\mathbf k$ points scanned, and the slope falls from $0.3095$ to $0.2924$ Ha. At $c=1.7$ the gap is $0.48198$ Ha (13.1 eV). First order gives $0.27094+0.7\times0.30952=0.4876$ Ha, too high by 1.2% of the gap, and the second-order term $-0.0100\times0.49$ brings it to $0.4827$ Ha.

TB09 fixes $c=-0.012+1.023\sqrt g$, with $g$ the cell average of $|\nabla\rho|/\rho$ in bohr$^{-1}$. For the reference density $g=1.8964$ ($1.8977$ on the finer grid and mesh, which leaves $c$ unchanged to three decimals), so $c=-0.012+1.023\times1.3771=1.397$. The frozen gap at $c=1.4$ is $0.39302$ Ha (10.7 eV), 45% above the gap at $c_0$.

### Self-consistent relaxation

In a self-consistent run at fixed $c$, $v_s=v_{\rm ext}+v_H[2\rho]+v_x[\rho,t;c]$, and the projection argument holds with the total derivative,

$$\frac{dE_g}{dc}=\int\Delta\left(W+\frac{dv_H}{dc}+\frac{dv_x}{dc}\Big|_{\rm relax}\right)d^3r ,$$

where the last term is the change of $v_x$ through $\rho$ and $t$. Here $v_{\rm ext}$ is fixed so that the cosine potential is self-consistent at $c_0$. The runs at $c=0.98$ and $1.02$ give gaps of $0.26557$ and $0.27638$ Ha and a slope of $0.27024$ Ha (7.35 eV), matched by $\int\Delta\,dv_s/dc$. It divides as $0.30952-0.09997+0.06069$ Ha, the exchange relaxation being the remainder. A larger plane-wave cutoff and grid lower the slope and its exchange part by $0.0001$ Ha at the same $k$ mesh. The Hartree term is negative, a tested sign. This is screening: the charge within 2 bohr of the well centre grows by about $0.38$ electron (both spins) per unit $c$, and $dv_H/dc$, taken with zero cell average, has mean $0.115$ Ha over the valence edge and $0.015$ Ha over the conduction edge. In this model relaxation removes 13% of the frozen slope at $c_0$.

The curvature behaves differently from the frozen case. At $c=1.3$ the self-consistent gap is $0.35932$ Ha (9.78 eV), so the mean slope from $c_0$ is $(0.35932-0.27094)/0.3=0.295$ Ha, larger than the initial $0.270$ Ha, and the gap lies only 1% under the frozen $0.36284$ Ha. Runs at $c=1.28$ and $1.32$ give a local slope of $0.320$ Ha, which divides in the same way as $0.330-0.109+0.099$ Ha. Screening has not weakened: the Hartree term is $-33\%$ of the $W$ term, against $-32\%$ at $c_0$. The slope gains $0.050$ Ha, made of $+0.039$ Ha from the exchange relaxation, $+0.020$ Ha from the $W$ term of the relaxed density and edge states, and $-0.009$ Ha from the Hartree term. Self-consistent growth is tested only near $c=1$ and near $c=1.3$.

### A crystal whose gap closes

The criterion fails when the empty edge lies where $W$ is lower than at the filled edge. One way to arrange this is to make $K$ nearly equal for the two states and $v_{BR}$ deeper under the empty one.

At fixed $Q/\rho$, $|v_{BR}|$ grows with $\rho$, since $z\propto(Q/\rho)\rho^{-2/3}$ moves toward $0$ and $x$ toward $2$. For $Q<0$, $x$ rises, so both $F$ and $\rho^{1/3}$ rise; for $Q=0$, $x=2$ and $\rho^{1/3}$ rises. For $Q>0$, $x$ falls, so $\alpha=[6Q/\rho\,(1-2/x)^{-1}]^{1/2}$ rises, and $|v_{BR}|/\alpha=[1-e^{-x}(1+x/2)]/x$ rises too, being the potential of a fixed spherical charge at a smaller distance from its centre.

Strong transverse confinement equalises $K$ and $Q/\rho$. Take wires along $x$ with transverse potential $-6.4\,[\cos(2\pi y/4)+\cos(2\pi z/4)]$ Ha, lengths in bohr. Expanding the cosine gives a harmonic frequency $\omega=(2\pi/4)\sqrt{6.4}\approx4$ Ha. A Gaussian $e^{-\omega r_\perp^2/2}$ contributes $\omega^2r_\perp^2$ to $2t/\rho$, of mean $\omega\approx4$ bohr$^{-2}$ in this harmonic estimate, nearly the same for both edges. Along $x$ the period is 65 bohr: a well B, 10 bohr wide and $0.1715$ Ha deep, and a well A, 50 bohr wide, are separated by barriers 2 Ha high and 2.5 bohr wide, with walls smoothed over 0.4 bohr. The longitudinal scale $(\pi/10)^2\approx0.1$ bohr$^{-2}$ is small beside the transverse term. Averaged over the valence and conduction edges, $2t/\rho$ is $3.65$ and $3.87$ bohr$^{-2}$, $K$ is $1.05$ and $1.10$ Ha, and $v_{BR}$ is $-0.515$ and $-0.716$ Ha. Two bands are filled, the ground states of B and A, and the depth of B places its first excited state just above the diffuse A state.

The conduction edge has weight $0.9999$ in B with its barriers and samples a density of $5.5\times10^{-2}$ bohr$^{-3}$, against $1.7\times10^{-2}$ bohr$^{-3}$ for the valence edge. Both expectation values are positive, and

$$\frac{dE_g}{dc}=0.38357-0.53617=-0.15260\ \text{Ha}=-4.15\ \text{eV},$$

made of $-0.20050$ Ha from $v_{BR}$ and $+0.04790$ Ha from $K$. A grid twice as fine in each direction, with a larger basis and a doubled $k$ mesh, gives $-0.1536$ Ha ($-0.2007$ and $+0.0472$), a shift of 0.6% of the slope, and leaves the gap unchanged. Diagonalisation at $c_0+0.01$ lowers the gap from $0.002807$ to $0.001306$ Ha, against $0.002807-0.001526=0.001281$ Ha at first order. The model is built for the purpose, has a small gap, and is treated at frozen density only. It rules out a general theorem at that level; its self-consistent slope was not computed.

### What to do in practice

Evaluate $\langle W\rangle_c-\langle W\rangle_v$ from the run at hand before changing $c$. It needs only $v_{BR}$, $K$ and the two edge densities, and gives the sign and size of the frozen slope. Relaxation changes the size, and the sign should be confirmed by self-consistent runs. In the cubic model a change of $0.1$ in $c$ moves the gap by about $0.03$ Ha (0.8 eV), so $c$ should be reported with the gap.

Read the sign from $W$ and not from the density. A map of $t/t_{\rm unif}$ marks where $W<0$ is guaranteed, and $A(w)\le0$ guarantees a non-negative frozen slope. A diffuse filled edge with a compact empty edge on an occupied site is the arrangement that reversed the sign above.

For degenerate edges, diagonalise $W$ within the degenerate subspace and take the eigenvalue of the level that becomes the edge. Rescan the zone at each $c$, since an edge that jumps to another $\mathbf k$ or band puts a kink in $E_g(c)$ that the local slope does not predict. If the slope is negative and $|dE_g/dc|\,\delta c$ approaches $E_g$, the occupations change and the frozen picture fails.

Obtain the final number self-consistently. In the cubic model the Hartree and exchange responses were $-32\%$ and $+20\%$ of the $W$ term at $c=1$, and $-33\%$ and $+30\%$ at $c=1.3$. Their balance thus changes with $c$, and it need not carry over to other crystals.

## Computed values

```
C = 0.61640; W<0 guaranteed for t/t_unif < 0.6193
uniform gas kF=1/bohr: Slater -0.47746, v_BR -0.47727, LDA -0.31831 Ha
uniform gas kF=1/bohr: W = 0.00019 Ha
H atom: W(0.01)=-0.3835, W(6)=0.4497 Ha, zero at r=1.3766 bohr
cubic: a=6.0 bohr, V0=0.35 Ha, c0=1.0, 2 electrons per cell
 centre: rho_s=6.151e-02 bohr^-3, t/t_unif=0.002, v_BR=-0.7045, K=0.0341, W=-0.6704 Ha
 face: rho_s=2.970e-03 bohr^-3, t/t_unif=4.440, v_BR=-0.2911, K=0.5637, W=0.2726 Ha
 edge: rho_s=1.434e-04 bohr^-3, t/t_unif=66.845, v_BR=-0.2622, K=0.7965, W=0.5343 Ha
 corner: rho_s=6.927e-06 bohr^-3, t/t_unif=755.618, v_BR=-0.2350, K=0.9752, W=0.7402 Ha
cell average |grad rho|/rho = 1.8964 /bohr, TB09 c = 1.3968
gap R->X at c0 = 0.27094 Ha = 7.373 eV
<rho_s> seen: valence 2.3637e-02, conduction 7.0933e-03 bohr^-3
<W>_v = -0.09731 Ha, <W>_c = 0.21221 Ha
dEg/dc = 0.30952 Ha = 8.422 eV; finer grid and k mesh 0.30983 Ha
  BR part 0.11569 Ha, kinetic part 0.19383 Ha
  P=0.6320, W+=0.3089 Ha, W-=-0.1808 Ha
  cumulative conduction minus valence weight: min -0.5310
finite-difference slope 0.30952 Ha
second-order coefficients: v -0.03744, c -0.04744, gap -0.01000 Ha
 frozen c=1.0: Eg=0.27094 Ha (7.373 eV), slope 0.30952, linear 0.27094 Ha
 frozen c=1.1: Eg=0.30179 Ha (8.212 eV), slope 0.30746, linear 0.30189 Ha
 frozen c=1.2: Eg=0.33243 Ha (9.046 eV), slope 0.30527, linear 0.33285 Ha
 frozen c=1.3: Eg=0.36284 Ha (9.873 eV), slope 0.30295, linear 0.36380 Ha
 frozen c=1.4: Eg=0.39302 Ha (10.695 eV), slope 0.30050, linear 0.39475 Ha
 frozen c=1.5: Eg=0.42294 Ha (11.509 eV), slope 0.29793, linear 0.42570 Ha
 frozen c=1.6: Eg=0.45260 Ha (12.316 eV), slope 0.29524, linear 0.45665 Ha
 frozen c=1.7: Eg=0.48198 Ha (13.115 eV), slope 0.29243, linear 0.48761 Ha
SCF gaps: c=0.98 0.26557, c=1.02 0.27638, c=1.3 0.35932 Ha (9.778 eV)
SCF dEg/dc = 0.27024 Ha = 7.353 eV; from dv_s/dc 0.27024 Ha
  W 0.30952, Hartree -0.09997, exchange relaxation 0.06069 Ha
wires: transverse period 4.0 bohr, V0=6.4 Ha; period 65.0 bohr, barrier 2.0 Ha
  B |x|<5, barrier 5<|x|<7.5 bohr, smoothing 0.4 bohr, depth of B 0.1715 Ha
  edges (kx,ky=kz in 2pi/period): valence (0.0, 0.5), conduction (0.0, 0.0)
  weight in B: valence 0.0000, conduction 0.9999
  <rho_s> seen: valence 1.7388e-02, conduction 5.4845e-02 bohr^-3
  <W>_v = 0.53617 Ha, <W>_c = 0.38357 Ha
  BR part -0.20050 Ha, kinetic part 0.04790 Ha
  dEg/dc = -0.15260 Ha = -4.152 eV; finite difference -0.15260 Ha
  Eg(c0) = 0.002807 Ha, Eg(c0+0.01) = 0.001306 Ha
```
